Why adiabatic and isothermal shear constants agree in cubic crystals

**What symmetry fixes**

The cause of any difference between adiabatic and isothermal stiffness is the change of entropy with strain. Let S be the entropy per atom, V the volume per atom and ε_ij a small symmetric strain. Temperature T is measured as an energy and S in units of the Boltzmann constant. At fixed T,

S(ε,T) = S(0,T) + V Σ_ij β_ij ε_ij + terms of order ε².

The coefficients β_ij belong to the undeformed crystal, so they must share its symmetry. A half turn about x maps a cubic crystal onto itself, apart from a possible shift, but reverses the signs of ε_xy and ε_xz. Entropy cannot change under this turn, hence β_xy = β_xz = 0. A half turn about y gives β_yz = 0 in the same way. A third of a turn about a body diagonal permutes x, y and z in a cycle, hence β_xx = β_yy = β_zz. Together:

β_ij = β δ_ij.

To first order, entropy responds to the volume change ε_xx + ε_yy + ε_zz and to nothing else. The strains governed by c44 and c11 − c12 have no such first-order change. Dilation has one, and it is measured by the bulk modulus B.

**From entropy to stiffness**

Isothermal stiffness is the strain curvature of the free energy F(ε,T) at fixed T. Adiabatic stiffness is the curvature of the energy U = F + TS at fixed S. Start both deformations from the same unstressed state, with temperature T0 and entropy S0, and define

G(T) = F(ε,T) + T S0.

Since ∂F/∂T = −S, and since the heat capacity per atom at fixed strain is C = T ∂S/∂T,

G′(T) = S0 − S(ε,T), G″(T) = −C/T.

Let T1 be the temperature reached adiabatically, so that S(ε,T1) = S0. There G′ vanishes and G equals U(ε,S0). Because G″ is negative, T1 is a maximum, so the adiabatic energy is never below F(ε,T0) + T0 S0. The added constant T0 S0 does not affect curvature.

The difference follows by expanding about T0. Write ΔS = S(ε,T0) − S0. Then G′(T0) = −ΔS, and to leading order the condition G′(T1) = 0 gives

T1 − T0 = −T0 ΔS/C.

The energy gap is therefore

G(T1) − G(T0) = −ΔS (T1 − T0) − (C/2T0)(T1 − T0)²
= T0 ΔS²/C − T0 ΔS²/(2C)
= T0 ΔS²/(2C).

Now insert ΔS = V Σ β_ij ε_ij. At zero stress the elastic energy per atom is (V/2) Σ c_ijkl ε_ij ε_kl. Comparing the quadratic terms, and writing T for T0 from here on, gives

c_ijkl(S) − c_ijkl(T) = T V β_ij β_kl / C.

The labels S and T mean adiabatic and isothermal. This relation holds for any crystal symmetry, provided F is smooth and C is positive and finite. For the cubic crystal it becomes Δ δ_ij δ_kl, with

Δ = T V β²/C.

Thus c11 = c_xxxx and c12 = c_xxyy both rise by Δ, their difference does not change, and c44 = c_xyxy does not change. For equal strains ε along the three axes, the energy density is (3c11 + 6c12)ε²/2. It is also B(3ε)²/2, so B = (c11 + 2c12)/3, and B rises by Δ as well.

**Expressing the difference in measurable quantities**

Stress is (1/V) ∂F/∂ε_ij at the reference state. Exchanging the order of differentiation shows that heating at fixed strain changes the stress at the rate −β, or the pressure p at the rate +β. Under free expansion the pressure stays zero:

0 = dp = β dT − B_T dV/V.

With the volume expansion coefficient α = (1/V) dV/dT, this gives β = α B_T. Define also the Grüneisen parameter γ = Vβ/C. Then

B_S − B_T = T V α² B_T²/C,
B_S/B_T = 1 + αγT.

The bulk moduli coincide when T = 0 or when α = 0. Silicon, for example, passes through zero expansion near 120 K, a rough value.

Measurements on a freely expanding crystal give the heat capacity at constant pressure, C_P. Free expansion adds Vβα dT to the entropy change, so

C_P = C + T V α² B_T = C B_S/B_T.

Dividing the expression for B_S − B_T by B_S B_T, and using this relation, gives a convenient conversion:

1/B_T = 1/B_S + T V α²/C_P.

**What happens physically**

In an adiabatic volume change, Vβ dV/V + C dT/T = 0, so

ΔT/T = −γ ΔV/V.

With γ positive, compression warms the crystal, and the thermal pressure adds to the elastic resistance. Expansion cools it, which also adds resistance. The stiffening is the same for both signs and would survive a negative γ, because Δ contains β².

In the quasi-harmonic picture, where vibrations are harmonic but their frequencies depend on strain, a small shear raises some frequencies and lowers others. In a face-centred cubic crystal, a quarter turn about z reverses both ε_xy and the strain (d, −d, 0). It therefore pairs each set of modes with a set that shifts oppositely to first order, so the entropy has no linear term. A second-order change remains. It gives a temperature change of order ε² and, because the gap contains ΔS², an energy gap of order ε⁴. The equality therefore concerns second-order elastic constants; it does not say that a finite shear leaves the temperature unchanged.

**How large it is: a copper-like example at 400 K**

Take a face-centred cubic crystal with atomic mass 63.546 u and nearest-neighbour Morse bonds,

φ(r) = E[exp(−2a(r − r0)) − 2 exp(−a(r − r0))],

with E = 0.27 eV, a = 1.8 Å⁻¹ and r0 = 2.53 Å. These are round parameters, chosen to resemble copper but not fitted to it; 400 K is a plausible working temperature for a copper interconnect. Quasi-harmonic phonons were recomputed for each deformed lattice. Numerical second derivatives were then taken, at fixed T for the isothermal constants, and with T solved to hold S fixed for the adiabatic ones.

The unstressed lattice constant is 3.612 Å, and V = 11.782 Å³. Doubling the phonon mesh in each direction moves c11, c12 and c44 by 0.0002 to 0.0003, c11 − c12 by 0.0004 and α below by 0.0003, and leaves B and the bulk difference unchanged at the digits shown. The constants, in eV/Å³, are:

c11: 0.8452 isothermal, 0.8757 adiabatic
c12: 0.4122 isothermal, 0.4428 adiabatic
c11 − c12: 0.4329 in both cases
c44: 0.4231 in both cases
B: 0.5565 isothermal, 0.5871 adiabatic

The bulk difference can be found separately from thermal expansion. Unstressed lattices just above and below 400 K give α = 0.8418 eV⁻¹, or 7.3 × 10⁻⁵ K⁻¹. With T = 0.03447 eV and C = 2.915,

β = 0.8418 × 0.5565 = 0.4685 Å⁻³,
Δ = 0.03447 × 11.782 × 0.4685²/2.915 = 0.0306 eV/Å³.

This equals the directly computed difference. In engineering units B rises from 89.2 to 94.1 GPa, by 4.9 GPa or 5.5 percent.

Here γ = 1.893. A linear expansion of 0.001 along each axis changes the volume by about 0.003, so the predicted temperature change is

−1.893 × 0.003 × 400 K = −2.27 K.

The direct calculation also gives −2.27 K. With the lattice deformed by the matrix 1 + ε, a strain ε_xy = 0.001 gives about −0.7 mK, and the strain (0.001, −0.001, 0) gives about −0.3 mK. Being second order, these values depend on how the finite strain is defined. The matrix 1 + ε shrinks the volume by 10⁻⁶, which alone is worth +0.76 mK. Exactly volume-conserving shears give about −1.5 and −1.0 mK, and the same numbers read as Lagrangian strains give about +0.05 and +0.5 mK. These shear values move by about 0.02 mK when the phonon mesh is doubled; +0.05 is the finer-mesh value, and the mesh used for the constants above gives +0.03. Only the upper scale, about a millikelvin, is meaningful. Comparing energy gaps at strains 0.005 and 0.01 gives a power of 2.00 for dilation, and 4.02 and 4.01 for these two shears, as the expansion requires.

Temperature matters through

Δ = T γ² C/V,

which follows from β = γC/V. At high temperature the quasi-harmonic C tends to 3, so at fixed γ and V the difference grows in proportion to T. On cooling, both T and C fall. At 100 K the model gives 0.0047 eV/Å³, smaller than at 400 K by a factor of 6.5. The factor T accounts for 4 of this; the rest comes from γ²C/V.

**How the example compares with copper**

The model's B is well below copper's rough value of 140 GPa, and its α is above copper's rough 5 × 10⁻⁵ K⁻¹. Pair bonds omit the many-body part of metallic bonding, and the parameters were not fitted to these quantities. The errors partly cancel in β = αB_T: the rough copper values give 0.0070 GPa/K, against 0.0065 GPa/K in the model. Keeping the model's V and C, the difference for copper is then about 4.9 × (0.0070/0.0065)² ≈ 6 GPa, or 4 percent of B. The value 140 GPa is on the high side for B_T: the rough adiabatic constants quoted below give B_S ≈ 137 GPa and B_T near 132 GPa, which lowers the estimate to about 5 GPa. A range of 5 to 6 GPa is all these rough values support.

Two further omissions are smaller. Classical sampling of 108 atoms with the same bonds, at the same fixed volume, includes the full anharmonic motion. Thermal pressure and energy at 0.7 and 1.3 times 400 K give a bulk difference 0.939 ± 0.004 times the classical quasi-harmonic one, a reduction of about 6 percent. Conduction electrons, modelled as a free gas with one electron per atom, add 0.024 to C. Their pressure is two thirds of their energy density, so they add two thirds of 0.024 to Vβ. The net change in Δ is −0.2 percent. The sign follows from the free-gas factor two thirds and would reverse if that factor exceeded γ/2 ≈ 0.95, so for real copper only an upper scale of a few tenths of a percent should be kept.

**When the shear equality fails**

Hydrostatic pressure preserves cubic symmetry and hence the equality, provided both stiffnesses are defined by the same deformation. A biaxial film stress does not. For a (001) film with in-plane strain e and a free surface, zero normal stress requires

c11 ε_zz + 2 c12 e = 0, so ε_zz = −2(c12/c11)e.

For e = 0.004, a rough thermal-mismatch strain, ε_zz = −0.0039. The axes x and z are no longer equivalent, and the strain (d, 0, −d) acquires a linear entropy term. Its stiffness, which reduces to c11 − c12 in the cubic crystal, now differs between the two conditions by 1.7 × 10⁻⁶ eV/Å³. This value is for d measured from the strained film; measured from the cubic lattice it is about 1 × 10⁻⁷ eV/Å³. Either way it is below 10⁻⁴ of the bulk difference and negligible in most stress calculations. To leading order it grows as e², because the entropy slope grows as e. The in-plane shear ε_xy is still protected by the fourfold axis.

Near a phase transition, C may diverge or F may cease to be smooth. The expansion used here then needs separate justification.

**What to do in practice**

First decide whether heat can flow during the deformation. For a line much taller than its width w, whose side faces stay at fixed temperature, the slowest temperature profile across the width is close to sin(πx/w). The heat equation with diffusivity κ makes it decay with time constant

τ = w²/(π²κ).

For w = 100 nm and a rough copper value κ = 1.1 cm²/s = 110 nm²/ps, τ = 10⁴/(9.87 × 110) = 9.2 ps. The crossover frequency 1/(2πτ) is about 17 GHz. This estimate assumes that lattice and electrons share one temperature. The heat is produced in the lattice and carried mainly by electrons, and for a rough copper electron–phonon coupling of 10¹⁷ W m⁻³ K⁻¹ the transfer between them takes about 34 ps, longer than τ. If the electrons carry all the heat, the two times add to about 43 ps, which puts the crossover near 4 GHz. Heat conduction by the lattice itself shortens this time somewhat. A poorly conducting dielectric around the line, or a lower diffusivity in a narrow line, moves the crossover down further, while cooling through the top and bottom as well would shorten τ, by half for a square cross-section. The value 17 GHz is therefore an idealised scale for this geometry and not a design limit.

For slow thermal stress, use isothermal constants. If the data come from ultrasound in bulk crystals, where heat has no time to cross a wavelength, convert B_S to B_T and subtract the same B_S − B_T from c11 and c12. Leave c44 alone.

The error from skipping this step depends on the loading. For the (001) film, substituting ε_zz into the in-plane stress gives the biaxial modulus

M = c11 + c12 − 2c12²/c11.

The model constants give 0.855 eV/Å³ isothermally and 0.871 eV/Å³ adiabatically. Using adiabatic data for a slowly heated film of the model crystal would overstate its stress by 1.8 percent at a given strain. To first order M rises by 2Δ(1 − c12/c11)², and the model's c12/c11 of about 0.5 is well below copper's rough 0.72. With rough adiabatic copper values c11 = 168 GPa, c12 = 121 GPa, c44 = 75 GPa and Δ near 6 GPa, the error is about 0.9 percent for a (001) film. For a (111) film, whose biaxial modulus is 6c44(c11 + 2c12)/(c11 + 2c12 + 4c44), it is about 1.9 percent. The remaining figures are again for the model. If ε_zz were held at zero, the modulus would be c11 + c12 and the error 4.9 percent, close to the 5.5 percent error in B. The free surface lowers the error by letting the film relieve part of the volume change.
